# Why Two-Step MCSCF Converges Linearly and Coupled Newton Quadratically, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A two-step MCSCF cycle diagonalizes the CI matrix exactly at fixed orbitals and then takes a Newton step in the orbitals at fixed CI vector. One half is exact and the other is Newton's method. Why should the cycle not converge quadratically?

**A.** The orbital step uses the curvature of the energy at frozen CI coefficients, while the next diagonalization lets them move. To see what that costs we need the derivatives of the energy. Take real orbitals, fixed nuclei and the non-relativistic Hamiltonian

$$\mathcal H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}),$$

where $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, $h$ holds $-\hbar^2\nabla^2/2m_e$ and the nuclear attraction, and $(pq|rs)$ is the integral of $e^2/4\pi\varepsilon_0 r_{12}$. Energies are quoted in hartree, $E_h=e^2/4\pi\varepsilon_0a_0$, and all parameters below are dimensionless (the orbital parameters are angles in radians, and the length of the CI parameter vector is the tangent of the angle by which the CI vector turns), so Hessians are energies and rates are pure numbers.

The orbitals are divided into core (doubly occupied), active and virtual (empty). The CAS space holds all singlet configurations of the active electrons in the active orbitals. Let $c$ be a unit vector in it and let the columns of $B$ be an orthonormal basis of the rest of it, so $B^Tc=0$. Nearby states are

$$\Psi(\kappa,\delta)=e^{K}\frac{c+B\delta}{\sqrt{1+\delta^T\delta}},\qquad K=\sum_a\kappa_aT_a,\qquad T_a=E_{pq}-E_{qp},$$

with $a=(p,q)$, $p>q$, running over pairs from different classes. In the determinant basis $T_a$ is real and antisymmetric, so $(e^K)^T=e^{-K}$ and

$$E(\kappa,\delta)=\frac{(c+B\delta)^Te^{-K}\mathcal He^{K}(c+B\delta)}{1+\delta^T\delta}.$$

Multiplying out the two exponentials to second order gives

$$e^{-K}\mathcal He^{K}=\mathcal H+(\mathcal HK-K\mathcal H)+\tfrac12(\mathcal HKK+KK\mathcal H)-K\mathcal HK+\dots$$

Put $\delta=0$. Transposing a scalar gives $c^TK\mathcal Hc=c^T\mathcal HK^Tc=-c^T\mathcal HKc$, so the first-order term is $2c^T\mathcal HKc$. Likewise $c^TKK\mathcal Hc=c^T\mathcal HKKc$ (two sign changes) and $-c^TK\mathcal HKc=(Kc)^T\mathcal H(Kc)$. Differentiating with respect to $\kappa_a$ and $\kappa_b$,

$$g_{o,a}=2c^T\mathcal HT_ac,\qquad H_{oo,ab}=2(T_ac)^T\mathcal H(T_bc)+c^T\mathcal H(T_aT_b+T_bT_a)c .$$

Put $\kappa=0$ and $E_0=c^T\mathcal Hc$. The numerator is $E_0+2\delta^TB^T\mathcal Hc+\delta^TB^T\mathcal HB\delta$ and the inverse denominator is $1-\delta^T\delta+\dots$; through second order the product adds $-E_0\delta^T\delta$. Hence

$$g_c=2B^T\mathcal Hc,\qquad H_{cc}=2B^T(\mathcal H-E_0)B .$$

The term linear in both $\kappa$ and $\delta$ comes from the symmetric matrix $[\mathcal H,K]$ between $B\delta$ and $c$, twice, and the denominator has no term linear in $\delta$:

$$H_{co}=H_{oc}^T,\qquad (H_{co})_{ka}=2\,(B^T[\mathcal H,T_a]c)_k .$$

If $c$ is a CI eigenvector and $B$ holds the other eigenvectors, then $g_c=0$ and $H_{cc}=\mathrm{diag}\,2(E_k-E_0)$. The full Hessian $H$ is built from the four blocks. These formulas were tested against finite differences of $E(\kappa,\delta)$ at a non-stationary point.

**Q.** You dropped the rotations inside a class. Is that allowed?

**A.** Such rotations map the CAS space onto itself. Core–core and virtual–virtual generators annihilate every CAS state, since they move an electron into a full orbital or out of an empty one. An active–active generator $T$ turns a CAS singlet into another, and $c^TTc=0$ by antisymmetry, so $Tc$ lies in the span of $B$. If $T$ is kept, there is a curve $z(t)=(\kappa(t),\delta(t))$ through a stationary point along which the CI change undoes the rotation and $\Psi$ is constant. Every point of it is the same stationary state, so the gradient vanishes along it, and its derivative at $t=0$ gives $Hz'(0)=0$. The Hessian is then singular at the solution, and the analysis of Newton's step, which needs its inverse there, breaks down. With these rotations removed, assume a stationary point at which $H$, $H_{oo}$ and $H_{cc}$ are invertible.

**Q.** Then show me where the first-order error comes from.

**A.** Centre the parameters on the stationary point, and call the orbital error $x$ and the CI error $y$. The gradients vanish at the origin, so

$$g_o=H_{oo}x+H_{oc}y+O(2),\qquad g_c=H_{co}x+H_{cc}y+O(2),$$

where $O(2)$ means second order in the errors. The CI step solves $g_c(x,y)=0$. Because $H_{cc}$ is invertible, which means that the root is non-degenerate within the singlet CAS space, the implicit function theorem gives a smooth solution

$$y(x)=-H_{cc}^{-1}H_{co}\,x+O(2).$$

Inserting it in $g_o$ and in $E-E^*=\tfrac12x^TH_{oo}x+x^TH_{oc}y+\tfrac12y^TH_{cc}y+O(3)$, where the last two quadratic terms are $-x^TH_{oc}H_{cc}^{-1}H_{co}x$ and $+\tfrac12$ of the same quantity,

$$g_o=Sx+O(2),\qquad E-E^*=\tfrac12x^TSx+O(3),\qquad S=H_{oo}-H_{oc}H_{cc}^{-1}H_{co}.$$

$S$ is the curvature of the energy when the CI vector follows the orbitals. The orbital step divides by the frozen-CI Hessian at the current point, $H_{oo}+O(1)$. Its inverse is $H_{oo}^{-1}+O(1)$, and this correction multiplies a gradient that is already first order, so

$$x'=x-H_{oo}^{-1}Sx+O(2)=Mx+O(2),\qquad M=H_{oo}^{-1}H_{oc}H_{cc}^{-1}H_{co},$$

using $H_{oo}^{-1}S=1-M$. The cycle is a map $x'=\Phi(x)$ with Jacobian $M$. An orbital error drives a CI error through $H_{co}$, and that CI error displaces the orbital optimum through $H_{oc}$.

The gradient obeys a matching rule. From $S=H_{oo}(1-M)$ we get $SM=H_{oo}M(1-M)=H_{oo}MH_{oo}^{-1}S$, and $H_{oo}MH_{oo}^{-1}=H_{oc}H_{cc}^{-1}H_{co}H_{oo}^{-1}=M^T$. Therefore $g_o'=Sx'=M^Tg_o+O(2)$.

**Q.** That may be the price of taking a single orbital step. Let me converge the orbitals fully before the next diagonalization.

**A.** Then $x'$ solves $g_o(x',y)=0$ at the frozen $y=y(x)$, which reads $H_{oo}x'+H_{oc}y=O(2)$, so $x'=-H_{oo}^{-1}H_{oc}y=Mx+O(2)$ again. One Newton step already solves the frozen-CI problem to first order, and more steps change second-order terms.

**Q.** A real code does not keep the parameters centred on the unknown solution. It rotates the orbitals and restarts from $\kappa=0$. Does your Jacobian survive that?

**A.** It does. Write $K=\sum_{pq}X_{pq}E_{pq}$ with $X$ antisymmetric. From $[E_{pq},a^\dagger_r]=\delta_{qr}a^\dagger_p$ follows $[K,a^\dagger_r]=\sum_pa^\dagger_pX_{pr}$, and summing the nested commutators, $e^Ka^\dagger_re^{-K}=\sum_pa^\dagger_p(e^X)_{pr}$. So $e^K$ rotates the orbitals by $U=e^X$, and a step $s$ taken in the current frame gives $U'=Ue^{X(s)}$.

Any $U$ near the identity factors as $e^{X(x)}R$, with $X(x)$ between classes and $R$ block-diagonal, because at the identity the two sets of generators together span all antisymmetric matrices without overlap (inverse function theorem). This defines $x$. The factor $R$ has no effect on the state reached. It leaves the CAS space and so the CI solution unchanged, and since $Re^{X(s)}=e^{RX(s)R^T}R$ with $RX(s)R^T$ again between classes, it relabels $s$ linearly. Under $s=L\tilde s$ the gradient becomes $L^Tg$, the Hessian $L^ThL$, and the step $\tilde s=-L^{-1}h^{-1}g$, which is the same $s$. We may set $R=1$. Then

$$e^{X(x)}e^{X(s)}=\exp\big(X(x+s)+\tfrac12[X(x),X(s)]+\dots\big).$$

The derivative with respect to $s$ at $s=0$ is the fixed-frame gradient plus terms in which an $O(x)$ coefficient multiplies a first derivative of $E$, itself first order, so the moving gradient is $Sx+O(2)$. The moving Hessian depends smoothly on $x$ and equals $H_{oo}$ at $x=0$. The step $s$ is first order, so the commutator, including its block-diagonal part, is second order and $x'=x+s+O(2)$. The Jacobian is still $M$.

**Q.** $M$ is not symmetric. What can be said of its eigenvalues, and is its spectral radius below one?

**A.** Suppose $H_{oo}$ and $H_{cc}$ are positive definite; the second holds for the lowest non-degenerate root. Define $Q=H_{oo}^{-1/2}H_{oc}H_{cc}^{-1/2}$. Then

$$H_{oo}^{1/2}MH_{oo}^{-1/2}=H_{oo}^{-1/2}H_{oc}H_{cc}^{-1}H_{co}H_{oo}^{-1/2}=QQ^T .$$

$M$ is similar to a symmetric positive semidefinite matrix, so its eigenvalues are $\lambda_i=\sigma_i^2\ge0$, with $\sigma_i$ the singular values of $Q$, and $\rho(M)=\sigma_{\max}^2$. Now scale the full Hessian with $D=\mathrm{diag}(H_{oo},H_{cc})$:

$$D^{-1/2}HD^{-1/2}=\begin{pmatrix}1&Q\\Q^T&1\end{pmatrix}.$$

For a singular pair, $Qv=\sigma u$ and $Q^Tu=\sigma v$, the vector $(u,\pm v)$ is mapped to $(u\pm\sigma u,\ \sigma v\pm v)=(1\pm\sigma)(u,\pm v)$. The remaining directions are $(u,0)$ with $Q^Tu=0$ and $(0,v)$ with $Qv=0$, which have eigenvalue 1. The eigenvalues $\mu$ of $Hz=\mu Dz$ are thus $1\pm\sqrt{\lambda_i}$ and 1, and

$$\mu_{\min}=1-\sqrt{\rho}.$$

Since $z^THz=w^T(D^{-1/2}HD^{-1/2})w$ with $w=D^{1/2}z$, $H$ is positive definite if and only if $\mu_{\min}>0$, that is $\rho<1$. With positive diagonal blocks, a minimum with positive definite Hessian has $\rho<1$ and a saddle has $\rho>1$. For unit $u,v$ belonging to $\sigma_{\max}$, a displacement $w=\epsilon(u,-v)$ changes the energy at second order by $\epsilon^2(\tfrac12+\tfrac12-\sigma_{\max})$: the orbital change and the CI change each raise it, and as $\rho\to1$ the coupling term nearly cancels their sum. The opposite limit $\rho=0$ means $Q=0$, so $H_{oc}=0$, and there the two-step cycle is quadratic.

The nonzero eigenvalues come from a smaller matrix. If $PRx=\lambda x$ with $\lambda\neq0$, then $Rx\ne0$ and $RP(Rx)=\lambda Rx$, so $PR$ and $RP$ share them. With $P=H_{oo}^{-1}H_{oc}$ and $R=H_{cc}^{-1}H_{co}$,

$$N=H_{cc}^{-1}G,\qquad G=H_{co}H_{oo}^{-1}H_{oc},$$

and the rank of $M$ cannot exceed the number of CI directions.

**Q.** A Jacobian describes one infinitesimal step. Why is $\rho$ the rate of the nonlinear iteration?

**A.** Use the norm $\|x\|_o^2=x^TH_{oo}x$. With $w=H_{oo}^{1/2}x$ we have $\|Mx\|_o=|QQ^Tw|\le\rho|w|=\rho\|x\|_o$. The map is smooth, so near the origin $\|\Phi(x)-Mx\|_o\le C\|x\|_o^2$ for some $C$. For $\|x\|_o\le\epsilon/C$ this gives $\|x'\|_o\le(\rho+\epsilon)\|x\|_o$, and choosing $\epsilon<1-\rho$ keeps the iterates in that ball and sends them to zero.

That is an upper bound. To show it is reached, let $\rho>0$ and split $x$ into its part in the eigenspace of $\rho$, of norm $a$, and the rest, of norm $b$. The parts are orthogonal in this norm because they correspond to eigenspaces of the symmetric $QQ^T$. Let $\lambda_2<\rho$ be the largest remaining eigenvalue and $t=b/a\le\gamma$. Then $\|x\|_o\le(1+\gamma)a$, so the remainder is at most $\eta a$ with $\eta=C(1+\gamma)\|x\|_o$, and

$$|a'-\rho a|\le\eta a,\qquad b'\le\lambda_2b+\eta a,\qquad t'\le\frac{\lambda_2t+\eta}{\rho-\eta}.$$

The condition $t'\le\gamma$ holds when $\lambda_2\gamma+\eta\le\gamma(\rho-\eta)$, that is $\eta\le\gamma(\rho-\lambda_2)/(1+\gamma)$, and $\eta$ shrinks from step to step. As $\eta\to0$ the recursion multiplies $t$ by a factor tending to $\lambda_2/\rho<1$ and adds a vanishing term, so $t\to0$ and $\|x'\|_o/\|x\|_o\to\rho$. The hypothesis is a start close to the solution with finite weight on the dominant mode. A reduction by a factor $\tau$ then takes about $\ln\tau/\ln\rho$ cycles. For the energy, expand $x=\sum a_iv_i$ in eigenvectors with $v_i^TH_{oo}v_j=\delta_{ij}$; then $S=H_{oo}(1-M)$ gives $E-E^*=\tfrac12\sum(1-\lambda_i)a_i^2$ to second order, which falls by $\rho^2$ per cycle once only the dominant mode remains.

**Q.** And the coupled step? The moving frame worries me more there, because quadratic convergence needs the Jacobian to vanish, not merely to be small.

Near a minimum with positive definite Hessian, the two-step cycle reduces the error by a factor that tends to $\rho$, the spectral radius of $M$, provided $\rho>0$ and the start has weight on the dominant mode. It remains to examine the coupled step in the moving frame, to test the rates on molecules, and to treat excited roots and saddles.
